# Why the Condon–Shortley Phase Enters the Standard Spherical Harmonics Once

Take $l=1$ and write down three normalized functions with no thought for signs:

$$B_{10}=\sqrt{\tfrac{3}{4\pi}}\cos\theta,\qquad B_{1,\pm1}=\sqrt{\tfrac{3}{8\pi}}\,\sin\theta\,e^{\pm i\phi}.$$

Here $\theta$ is the polar angle and $\phi$ the azimuth. In units of $\hbar$, the ladder operators $L_\pm=L_x\pm iL_y$ are

$$L_\pm=e^{\pm i\phi}\left(\pm\partial_\theta+i\cot\theta\,\partial_\phi\right),$$

as derived below. Since $B_{10}$ does not depend on $\phi$, only the $\theta$ derivative acts:

$$L_+B_{10}=-\sqrt{\tfrac{3}{4\pi}}\sin\theta\,e^{i\phi}=-\sqrt2\,B_{11},\qquad L_-B_{10}=+\sqrt{\tfrac{3}{4\pi}}\sin\theta\,e^{-i\phi}=+\sqrt2\,B_{1,-1}.$$

The standard angular momentum matrices have $+\sqrt2$ in both places. To agree with them while keeping $Y_{10}=B_{10}$, we must take $Y_{11}=-B_{11}$ but $Y_{1,-1}=+B_{1,-1}$. With that choice of $Y_{10}$, the minus sign belongs to $m=+1$ and not to $m=-1$. This lopsided sign is the Condon–Shortley phase.

## The belief and its appeal

The belief is that the factor $(-1)^m$ is a harmless convention, so that it does not matter whether it sits in the Legendre function, in the spherical harmonic, in both, or at negative $m$ as well.

Much speaks for it. Multiplying a basis function by $-1$ changes neither its norm nor its orthogonality to the others, nor its eigenvalues of $L^2$ and $L_z$, nor its probability density. Any choice of signs gives a legitimate basis.

What the argument misses is that relative signs matter in a superposition. They also matter whenever the functions are combined with formulas that presuppose particular signs. Two such formulas are

$$L_\pm Y_{lm}=+\sqrt{(l\mp m)(l\pm m+1)}\;Y_{l,m\pm1},\qquad Y_{l,-m}=(-1)^m\,Y_{lm}^*.$$

I call them the ladder rule and the conjugation rule. Different misplacements of the phase damage them differently.

## The ladder operators in angles

Start from $L_x=-i(y\partial_z-z\partial_y)$ on the unit sphere, and let $D=y\partial_z-z\partial_y$. From $Dz=y$ we get $-\sin\theta\,D\theta=\sin\theta\sin\phi$, so $D\theta=-\sin\phi$. From $Dx=0$ we get $\cos\theta\cos\phi\,D\theta-\sin\theta\sin\phi\,D\phi=0$, so $D\phi=-\cot\theta\cos\phi$. Hence

$$L_x=i(\sin\phi\,\partial_\theta+\cot\theta\cos\phi\,\partial_\phi).$$

For $L_y=-iE$ with $E=z\partial_x-x\partial_z$, the conditions $Ez=-x$ and $Ey=0$ give $E\theta=\cos\phi$ and $E\phi=-\cot\theta\sin\phi$, so

$$L_y=i(-\cos\phi\,\partial_\theta+\cot\theta\sin\phi\,\partial_\phi).$$

In $L_x\pm iL_y$ the coefficient of $\partial_\theta$ is $i\sin\phi\pm\cos\phi=\pm e^{\pm i\phi}$, and that of $\partial_\phi$ is $i\cot\theta\,e^{\pm i\phi}$. This is the form used above.

## Where the minus sign comes from

For general $l$, define functions without any phase:

$$B_{lm}=N_{l|m|}\,p_l^{|m|}(\cos\theta)\,e^{im\phi},\qquad p_l^k(x)=(1-x^2)^{k/2}\frac{d^kP_l}{dx^k},\qquad N_{lk}=\sqrt{\frac{2l+1}{4\pi}\frac{(l-k)!}{(l+k)!}}.$$

They are orthonormal, and $B_{l,-m}=B_{lm}^*$. Let $m\ge0$ and $f=\sin^m\theta\,P_l^{(m)}(\cos\theta)$, where $P_l^{(m)}$ is the $m$-th derivative. Because $\partial_\phi e^{im\phi}=im\,e^{im\phi}$,

$$L_+\left(f e^{im\phi}\right)=\left(f'-m\cot\theta\,f\right)e^{i(m+1)\phi}.$$

The product and chain rules give

$$f'=m\sin^{m-1}\theta\cos\theta\,P_l^{(m)}-\sin^{m+1}\theta\,P_l^{(m+1)}.$$

The first term equals $m\cot\theta\,f$ and cancels. What remains is $-\sin^{m+1}\theta\,P_l^{(m+1)}=-p_l^{m+1}(\cos\theta)$. The minus sign comes from $d\cos\theta/d\theta=-\sin\theta$. The normalization supplies

$$\frac{N_{lm}}{N_{l,m+1}}=\sqrt{\frac{(l-m)!}{(l-m-1)!}\,\frac{(l+m+1)!}{(l+m)!}}=\sqrt{(l-m)(l+m+1)}\equiv c_m,$$

so that $L_+B_{lm}=-c_mB_{l,m+1}$ for $m\ge0$.

For negative $m=-k$, with $k\ge1$, first use the fact that $L_-$ is the adjoint of $L_+$. It lowers $m$ by one and keeps $l$, so $L_-B_{lk}$ is a multiple of $B_{l,k-1}$. The multiple is the conjugate of $\langle B_{lk}|L_+B_{l,k-1}\rangle=-c_{k-1}$, which is real. Next, conjugating the operator gives $(L_+f)^*=-L_-f^*$. Therefore

$$(L_+B_{l,-k})^*=-L_-B_{lk}=+c_{k-1}B_{l,k-1}.$$

Conjugating once more gives $L_+B_{l,-k}=+c_{k-1}B_{l,-k+1}$. Since $c_{k-1}=\sqrt{(l-k+1)(l+k)}=c_{-k}$, the result for both ranges is

$$L_+B_{lm}=\sigma_mc_mB_{l,m+1},\qquad \sigma_m=\begin{cases}-1,&m\ge0\\+1,&m<0.\end{cases}$$

## What each rule demands

Write $Y_{lm}=s_mB_{lm}$ with $s_m=\pm1$, and fix $s_0=1$, which makes $Y_{l0}$ positive at the north pole. Because $1/s_{m+1}=s_{m+1}$,

$$L_+Y_{lm}=s_ms_{m+1}\sigma_m\,c_m\,Y_{l,m+1}.$$

The ladder rule requires $s_ms_{m+1}\sigma_m=1$. The sign must alternate going up from $m=0$ and stay constant going down:

$$s_m=(-1)^m\ \ (m\ge0),\qquad s_m=1\ \ (m<0).$$

There is no other solution with $s_0=1$. The rule for $L_-$ follows by taking adjoints.

For conjugation, compare $Y_{l,-m}=s_{-m}B_{lm}^*$ with $(-1)^mY_{lm}^*=(-1)^ms_mB_{lm}^*$. The requirement is $s_{-m}=(-1)^ms_m$. The ladder solution satisfies it, but the converse fails, because conjugation ties $m$ to $-m$ and says nothing about neighbouring $m$. For $l=2$ there are 16 sign choices with $s_0=1$. Four obey conjugation, and one obeys the ladder rule. Passing the conjugation check is therefore no proof that the phase is right.

The reality of $s_m$ matters here. Multiplying all $Y_{lm}$ by $i^l$, for example, leaves the ladder rule intact but puts an extra $(-1)^l$ into the conjugation rule.

## What "once" means at negative $m$

A single factor $(-1)^m$, written for all $m$, can be right or wrong depending on the Legendre function beside it. Rodrigues' formula extends $p_l^m$ to signed $m$:

$$p_l^m(x)=\frac{(1-x^2)^{m/2}}{2^l\,l!}\frac{d^{\,l+m}}{dx^{\,l+m}}(x^2-1)^l,\qquad -l\le m\le l.$$

To relate $m$ and $-m$ for $m\ge0$, apply Leibniz' rule to $(x-1)^l(x+1)^l$:

$$\frac{d^{\,l+m}}{dx^{\,l+m}}(x^2-1)^l=(l+m)!\,(l!)^2\sum_{j=m}^{l}\frac{(x-1)^{l-j}(x+1)^{j-m}}{j!\,(l+m-j)!\,(l-j)!\,(j-m)!}.$$

In the same expansion of the derivative of order $l-m$, call the summation index $j-m$. The denominators are then the same, the prefactor is $(l-m)!\,(l!)^2$, and the powers are $(x-1)^{l+m-j}(x+1)^{j}$. Each term thus carries an extra $(x-1)^m(x+1)^m=(-1)^m(1-x^2)^m$. Including the factors $(1-x^2)^{\pm m/2}$,

$$p_l^{-m}=(-1)^m\frac{(l-m)!}{(l+m)!}\,p_l^m.$$

Since $N_{l,-m}=N_{lm}(l+m)!/(l-m)!$, we find $N_{l,-m}\,p_l^{-m}=(-1)^mN_{lm}\,p_l^m$. The signed function already brings a factor $(-1)^m$ at negative $m$. One explicit $(-1)^m$ cancels it there and supplies the needed sign at positive $m$, which gives the standard $s_m$. With $p_l^{|m|}$ nothing is there to cancel, and the explicit factor must be restricted to $m\ge0$.

The recipes now follow by inserting their signs into the two conditions:

| Recipe | $s_m$, $m\ge0$ | $s_m$, $m<0$ | Wrong ladder steps $m\to m+1$ | Conjugation |
|---|---|---|---|---|
| once, signed $m$ | $(-1)^m$ | $1$ | none | holds |
| twice, signed $m$ | $1$ | $(-1)^m$ | all | holds |
| once for every $m$, with $\lvert m\rvert$ | $(-1)^m$ | $(-1)^m$ | $m<0$ | fails, odd $m$ |
| twice, with $\lvert m\rvert$ | $1$ | $1$ | $m\ge0$ | fails, odd $m$ |

Two factors $(-1)^m$ multiply to one, so doubling the phase is the same as omitting it. It can happen without being noticed: the numerical Legendre routine used in the check returns $P_1^1(0.6)=-0.8000$, whereas $\sqrt{1-0.6^2}=0.8$. The phase is already inside, and a further $(-1)^m$ outside removes it.

## A wrong sign in a measurable quantity

Consider the state $\psi=(Y_{10}+Y_{11})/\sqrt2$. Since $L_x=(L_++L_-)/2$ has no diagonal elements between states of definite $m$, only the two cross terms contribute. Each matrix element is $\sqrt2/2$, so

$$\langle L_x\rangle=\frac12\left(\frac{\sqrt2}{2}+\frac{\sqrt2}{2}\right)\hbar=\frac{\hbar}{\sqrt2}=0.7071\,\hbar.$$

Now build $\psi$ from functions with the phase doubled. Its $m=1$ component has the opposite sign, both cross terms change sign, and the state actually constructed has $\langle L_x\rangle=-0.7071\,\hbar$. The standard matrix still predicts $+0.7071\,\hbar$. The magnitude is right and the direction is reversed.

With signed $m$, the doubled functions are $(-1)^mY_{lm}(\theta,\phi)=Y_{lm}(\theta,\phi+\pi)$, because $e^{im\pi}=(-1)^m$. They are the standard functions turned by half a revolution about $z$. Such a turn reverses $L_x$ and $L_y$ and leaves $L_z$ alone. It also preserves the commutator $[L_x,L_y]=iL_z$ (with $\hbar=1$), since two signs cancel on the left. The commutator cannot expose any of the recipes: every choice of signs $s_m$ is a unitary change of basis, and the matrices built in it obey $[L_x,L_y]=iL_z$. What sets this recipe apart from those with $|m|$ is that the conjugation rule survives too, because it holds at every $\phi$. Of the two rules, only the ladder rule exposes this version of the mistake.

The recipes with $|m|$ are not a rotation of the whole set. With the phase once for every $m$, the state above gives the correct $+0.7071\,\hbar$, but $(Y_{10}+Y_{1,-1})/\sqrt2$ gives $-0.7071\,\hbar$ instead of $+0.7071\,\hbar$. With the phase twice and $|m|$, the two outcomes are interchanged.

## Where the signs cancel, and where they do not

For $l=1$ and two directions $a$ and $b$, the sum $\sum_mY_{1m}(a)Y_{1m}^*(b)$ contains each sign squared. All four recipes therefore give

$$\frac{3}{4\pi}\left[\cos\theta_a\cos\theta_b+\sin\theta_a\sin\theta_b\cos(\phi_a-\phi_b)\right]=\frac{3}{4\pi}\cos\gamma,$$

where $\gamma$ is the angle between the directions. If the conjugation rule is used to rewrite the sum as $\sum_m(-1)^mY_{1m}(a)Y_{1,-m}(b)$, its terms carry $(-1)^ms_ms_{-m}$. This is $+1$ when conjugation holds. For both $|m|$ recipes it is $-1$ at $m=\pm1$, so the second term in the bracket changes sign, as if $b$ had been turned by $\pi$ about $z$.

For $\theta_a=1.0$, $\phi_a=0.5$, $\theta_b=0.7$, $\phi_b=2.0$ (radians), $\cos\gamma=0.4516$ and the correct sum is $0.1078$. The $|m|$ recipes replace the cosine by $0.3749$ and return $0.0895$, which is 17% below the correct value. Nothing in such a number looks suspicious.

These four recipes can be told apart by two signs at $\phi=0$ and $0<\theta<\pi$, those of $(Y_{11},Y_{1,-1})$. The standard functions give $(-,+)$. The phase twice with signed $m$ gives $(+,-)$, once for every $m$ with $|m|$ gives $(-,-)$, and twice with $|m|$ gives $(+,+)$.

The numerical check obtains the ladder elements by rotating the functions through small angles, without using the differential formula for $L_\pm$, and confirms the sign patterns in the table for $l=1$ to $4$.

## Table of computed values

```
Library P_1^1(0.6) = -0.8000 ; without phase 0.8000
Raising elements <2,m+1|L+|2,m>, m = -2,-1,0,1 (hbar):
  standard: +2.0000, +2.4495, +2.4495, +2.0000
  doubled, signed m: -2.0000, -2.4495, -2.4495, -2.0000
  once for every m, |m|: -2.0000, -2.4495, +2.4495, +2.0000
  doubled, |m|: +2.0000, +2.4495, -2.4495, -2.0000
Sign choices tried for l=2: 16
  obeying positive ladder: 1
  obeying conjugation: 4
  ladder signs s_m, m=-2..2: (1, 1, 1, -1, 1)
Direction a: theta=1.0, phi=0.5 rad
Direction b: theta=0.7, phi=2.0 rad
Y_1,1(a) and Y_1,-1(a) (dimensionless):
  standard: -0.2551-0.1394j, 0.2551-0.1394j
  doubled, signed m: 0.2551+0.1394j, -0.2551+0.1394j
  once for every m, |m|: -0.2551-0.1394j, -0.2551+0.1394j
  doubled, |m|: 0.2551+0.1394j, 0.2551-0.1394j
<Lx> (hbar) for (Y_10+Y_11)/sqrt2, (Y_10+Y_1,-1)/sqrt2:
  standard matrix: +0.7071, +0.7071
  standard: +0.7071, +0.7071
  doubled, signed m: -0.7071, -0.7071
  once for every m, |m|: +0.7071, -0.7071
  doubled, |m|: -0.7071, +0.7071
cos(angle a,b) = 0.4516; b turned by pi: 0.3749
l=1 Legendre side: 0.1078; b turned: 0.0895
l=1 sums: Y(a)conj(Y(b)), (-1)^m Y_m(a)Y_-m(b):
  standard: 0.1078, 0.1078
  doubled, signed m: 0.1078, 0.1078
  once for every m, |m|: 0.1078, 0.0895
  doubled, |m|: 0.1078, 0.0895
```
